**Orbital Hessian blocks and the triplet onset of stretched H₂**

For a closed-shell hybrid with Fock fraction $\eta$, an orbital rotation $\theta=x+iy$ changes the energy at second order by $x^T(A+B)x+y^T(A-B)y$; the restricted state is triplet-unstable when the triplet block of $A+B$ has a negative eigenvalue. The program asserts that these blocks reproduce finite differences of the total energy of water under real, imaginary and complex rotations. It also asserts agreement with a separate linear-response code for the triplet excitation energy of H₂ at 1.4 bohr. With Slater exchange and PW92 correlation in cc-pVDZ, the onset distance falls from 3.32 bohr at $\eta=0$ to 2.55 bohr at $\eta=1$, and the program asserts the decrease over the five fractions computed. At $\eta=0.25$, unrestricted calculations return to the restricted energy 0.2 bohr inside the onset and fall 1.65 millihartree below it 0.2 bohr outside. In STO-3G, the triplet eigenvalue is asserted to follow a law linear in $\eta$, with a critical fraction of 0.403 at 2.7 bohr. At 20 bohr that eigenvalue is negative at both $\eta=0$ and $\eta=1$, so by linearity it is negative for every fraction between.

## Verification by program

```python
# Result under test: for a closed-shell hybrid functional with Fock fraction
# "fock", an orbital rotation theta = x + i y changes the energy at second order
# by x(A+B)x + y(A-B)y, where, with e = orbital energies and real orbitals,
#   A+B singlet: e_a-e_i + 4(ia|jb) + 2(ia|f_uu+f_ud|jb) - fock[(ij|ab)+(ib|ja)]
#   A+B triplet: e_a-e_i            + 2(ia|f_uu-f_ud|jb) - fock[(ij|ab)+(ib|ja)]
#   A-B (both) : e_a-e_i                                 - fock[(ij|ab)-(ib|ja)]
# i,j occupied; a,b virtual; f_uu, f_ud = same-/opposite-spin semilocal kernel.
# Stretched H2 becomes triplet-unstable where the lowest triplet A+B root is zero.
# Functional: fock*Fock exchange + (1-fock)*Slater exchange + PW92 correlation.
# Hartree atomic units throughout.
import numpy as np
from scipy.constants import physical_constants
from scipy.linalg import expm, sqrtm
from scipy.optimize import brentq
from pyscf import gto, scf, dft, ao2mo, tddft

BOHR_IN_ANGSTROM = physical_constants["Bohr radius"][0] * 1e10
CX = 1.5 * (3 / (4 * np.pi)) ** (1 / 3)   # e_x = -CX * sum_spin rho_spin^(4/3)
RHO_MIN = 1e-12


def pw92_fit(rho, A, a1, b1, b2, b3, b4):
    rs = (3 / (4 * np.pi * rho)) ** (1 / 3)
    s = np.sqrt(rs)
    den = 2 * A * (b1 * s + b2 * rs + b3 * rs * s + b4 * rs ** 2)
    return -2 * A * (1 + a1 * rs) * np.log1p(1 / den)


def corr_density(rho):
    """Correlation energy per volume of the unpolarized electron gas."""
    return rho * pw92_fit(rho, 0.0310907, 0.21370, 7.5957, 3.5876, 1.6382, 0.49294)


def stiffness(rho):
    """Second derivative of correlation energy per electron in polarization."""
    return -pw92_fit(rho, 0.0168869, 0.11125, 10.357, 3.6231, 0.88026, 0.49671)


def kernels(rho, fock):
    """Return f_uu+f_ud and f_uu-f_ud at zero spin polarization."""
    fx = -(1 - fock) * (4 / 9) * CX * (rho / 2) ** (-2 / 3)
    step = 1e-3 * rho
    curv = (corr_density(rho + step) - 2 * corr_density(rho)
            + corr_density(rho - step)) / step ** 2
    return fx + 2 * curv, fx + 2 * stiffness(rho) / rho


def xc_name(fock):
    return f"{fock:.8f}*HF + {1 - fock:.8f}*LDA_X, LDA_C_PW"


def hydrogen(R, basis="cc-pvdz"):
    return gto.M(atom=[["H", (0, 0, 0)], ["H", (0, 0, R)]], unit="Bohr",
                 basis=basis, verbose=0)


def solve(mol, fock, corr=True):
    if corr:
        mf = dft.RKS(mol)
        mf.xc = xc_name(fock)
    else:
        mf = scf.RHF(mol)
    mf.conv_tol = 1e-11
    mf.max_cycle = 100
    mf.kernel()
    assert mf.converged
    return mf


def hessian_blocks(mf, fock, corr=True):
    """Return singlet A+B, triplet A+B and A-B as matrices over pairs (i,a)."""
    mol, C = mf.mol, mf.mo_coeff
    n, no = C.shape[1], mol.nelectron // 2
    nov = no * (n - no)
    eri = ao2mo.restore(1, ao2mo.kernel(mol, C), n)
    ovov = eri[:no, no:, :no, no:]
    direct = eri[:no, :no, no:, no:].transpose(0, 2, 1, 3).reshape(nov, nov)
    crossed = ovov.transpose(0, 3, 2, 1).reshape(nov, nov)
    coulomb = ovov.reshape(nov, nov)
    gap = np.diag((mf.mo_energy[None, no:] - mf.mo_energy[:no, None]).ravel())
    f_sum = f_dif = np.zeros((nov, nov))
    if corr:
        phi = mol.eval_gto("GTOval", mf.grids.coords) @ C
        rho = 2 * np.sum(phi[:, :no] ** 2, axis=1)
        keep = rho > RHO_MIN
        phi, rho, w = phi[keep], rho[keep], mf.grids.weights[keep]
        pairs = np.einsum("gi,ga->iag", phi[:, :no], phi[:, no:]).reshape(nov, -1)
        k_sum, k_dif = kernels(rho, fock)
        f_sum = (pairs * (w * k_sum)) @ pairs.T
        f_dif = (pairs * (w * k_dif)) @ pairs.T
    exchange = fock * (direct + crossed)
    return (gap + 4 * coulomb + 2 * f_sum - exchange,
            gap + 2 * f_dif - exchange,
            gap - fock * (direct - crossed))


def lowest_triplet(R, fock, corr=True, basis="cc-pvdz"):
    mf = solve(hydrogen(R, basis), fock, corr)
    return np.linalg.eigvalsh(hessian_blocks(mf, fock, corr)[1])[0]


def omega_squared(triplet, minus):
    root = np.real(sqrtm(minus))
    return np.linalg.eigvalsh(root @ triplet @ root)[0]


# --- Test 1: energy curvature under explicit finite rotations, water molecule
water = gto.M(atom="O 0 0 0; H 0 1.43 1.11; H 0 -1.43 1.11", unit="Bohr",
              basis="6-31g", verbose=0)
ETA = 0.25
mf = solve(water, ETA)
singlet, triplet, minus = hessian_blocks(mf, ETA)
h_core, eri_ao = mf.get_hcore(), water.intor("int2e")
no, n = water.nelectron // 2, mf.mo_coeff.shape[1]


def rotated_energy(thetas, scale):
    dms = []
    for theta in thetas:
        X = np.zeros((n, n), complex)
        X[no:, :no] = scale * theta.T
        X[:no, no:] = -scale * theta.conj()
        occ = (mf.mo_coeff @ expm(X))[:, :no]
        dms.append(occ @ occ.conj().T)
    total = (dms[0] + dms[1]).real
    energy = np.sum(h_core * total)
    energy += 0.5 * np.sum(total * np.einsum("pqrs,rs->pq", eri_ao, total))
    for D in dms:
        K = np.einsum("pqrs,sp->qr", eri_ao, D)
        energy -= 0.5 * ETA * np.sum(K * D).real
    real_dms = np.array([D.real for D in dms])
    exc = mf._numint.nr_uks(water, mf.grids, mf.xc, real_dms)[1]
    return energy + float(exc)


rng = np.random.default_rng(7)
print("Water, 6-31G, Fock fraction", ETA, ": second-order energy (hartree)")
for label, re, im in (("real", 1, 0), ("imaginary", 0, 1), ("complex", 1, 1)):
    th = (re * rng.normal(size=(2, no, n - no))
          + 1j * im * rng.normal(size=(2, no, n - no)))
    th /= np.linalg.norm(th)
    h = 0.01
    E = [rotated_energy(th, k * h) for k in (-2, -1, 0, 1, 2)]
    numeric = (-E[0] + 16 * E[1] - 30 * E[2] + 16 * E[3] - E[4]) / (24 * h * h)
    s = (th[0] + th[1]).ravel() / np.sqrt(2)
    t = (th[0] - th[1]).ravel() / np.sqrt(2)
    formula = (s.real @ singlet @ s.real + t.real @ triplet @ t.real
               + s.imag @ minus @ s.imag + t.imag @ minus @ t.imag)
    print(f"  {label:9s} rotation: differences {numeric:.6f}, blocks {formula:.6f}")
    assert abs(numeric - formula) < 1e-4

# --- Test 2: triplet excitation energy against an independent response code
mf = solve(hydrogen(1.4), ETA)
_, triplet, minus = hessian_blocks(mf, ETA)
omega = np.sqrt(omega_squared(triplet, minus))
td = tddft.TDDFT(mf)
td.singlet = False
td.nstates = 1
td.kernel()
print(f"H2, R=1.4 bohr: triplet excitation {omega:.6f}, "
      f"response code {td.e[0]:.6f} hartree")
assert abs(omega - td.e[0]) < 2e-5

# --- Lowest roots along the bond
print("H2, cc-pVDZ, Fock fraction 0.25: lowest roots (hartree), omega^2 (hartree^2)")
print("  R/bohr  A+B triplet  A+B singlet   A-B      omega^2")
for R in (1.4, 2.0, 2.5, 3.0, 3.5):
    mf = solve(hydrogen(R), ETA)
    singlet, triplet, minus = hessian_blocks(mf, ETA)
    ls, lt, lm = [np.linalg.eigvalsh(M)[0] for M in (singlet, triplet, minus)]
    w2 = omega_squared(triplet, minus)
    print(f"  {R:5.2f}  {lt:10.5f}  {ls:10.5f}  {lm:10.5f}  {w2:10.5f}")
    assert ls > 0 and lm > 0 and np.sign(lt) == np.sign(w2)

# --- Onset distance as a function of the Fock fraction
print("Triplet onset distance of H2, cc-pVDZ")
onset = {}
for fock in (0.0, 0.25, 0.5, 0.75, 1.0):
    onset[fock] = brentq(lambda R: lowest_triplet(R, fock), 1.8, 4.5, xtol=1e-4)
    print(f"  Fock fraction {fock:.2f}: {onset[fock]:.3f} bohr"
          f" = {onset[fock] * BOHR_IN_ANGSTROM:.3f} angstrom")
hf_onset = brentq(lambda R: lowest_triplet(R, 1.0, False), 1.8, 4.5, xtol=1e-4)
print(f"  Hartree-Fock, no correlation: {hf_onset:.3f} bohr"
      f" = {hf_onset * BOHR_IN_ANGSTROM:.3f} angstrom")
assert np.all(np.diff(list(onset.values())) < 0)
assert hf_onset < onset[1.0]
tz = brentq(lambda R: lowest_triplet(R, ETA, True, "cc-pvtz"),
            onset[ETA] - 0.3, onset[ETA] + 0.3, xtol=1e-3)
print(f"  Fock fraction 0.25 in cc-pVTZ: {tz:.3f} bohr")

# --- Test 3: self-consistent symmetry breaking on either side of the onset
print("Unrestricted minus restricted energy, Fock fraction 0.25")
for shift in (-0.2, 0.2):
    R = onset[ETA] + shift
    mf = solve(hydrogen(R), ETA)
    vec = np.linalg.eigh(hessian_blocks(mf, ETA)[1])[1][:, 0]
    occ, virt = mf.mo_coeff[:, 0], mf.mo_coeff[:, 1:] @ vec
    up = np.cos(0.6) * occ + np.sin(0.6) * virt
    down = np.cos(0.6) * occ - np.sin(0.6) * virt
    uks = dft.UKS(mf.mol)
    uks.xc, uks.conv_tol, uks.max_cycle = mf.xc, 1e-10, 200
    uks.kernel(dm0=np.array([np.outer(up, up), np.outer(down, down)]))
    assert uks.converged
    drop = uks.e_tot - mf.e_tot
    print(f"  R = {R:.3f} bohr: {drop * 1000 + 0.0:.4f} millihartree")
    assert (abs(drop) < 1e-6) if shift < 0 else (drop < -1e-5)


# --- Minimal basis: orbitals g and u fixed by symmetry, root linear in fock
def minimal_pieces(R):
    mol = hydrogen(R, "sto-3g")
    S = mol.intor("int1e_ovlp")[0, 1]
    C = np.array([[1, 1], [1, -1]]) / np.sqrt([2 * (1 + S), 2 * (1 - S)])
    h = C.T @ (mol.intor("int1e_kin") + mol.intor("int1e_nuc")) @ C
    eri = ao2mo.restore(1, ao2mo.kernel(mol, C), 2)
    Jgg, Jgu, K = eri[0, 0, 0, 0], eri[0, 0, 1, 1], eri[0, 1, 0, 1]
    grids = dft.gen_grid.Grids(mol)
    grids.build()
    g2, u2 = (mol.eval_gto("GTOval", grids.coords) @ C).T ** 2
    keep = 2 * g2 > RHO_MIN
    g2, u2, w = g2[keep], u2[keep], grids.weights[keep]
    rho = 2 * g2
    d = 1e-4 * rho
    vc = (corr_density(rho + d) - corr_density(rho - d)) / (2 * d)
    vx = -(4 / 3) * CX * g2 ** (1 / 3)
    fx = -(4 / 9) * CX * g2 ** (-2 / 3)
    corr_gap = np.sum(w * (u2 - g2) * vc)
    corr_spin = 4 * np.sum(w * g2 * u2 * stiffness(rho) / rho)
    bare = h[1, 1] - h[0, 0] + 2 * Jgu - 2 * Jgg
    slater_gap = np.sum(w * (u2 - g2) * vx)
    slater_spin = 2 * np.sum(w * g2 * u2 * fx)
    return dict(Jgg=Jgg, Jgu=Jgu, Kgu=K, bare=bare, corr_gap=corr_gap,
                corr_spin=corr_spin, slater_gap=slater_gap,
                slater_spin=slater_spin, P=bare + corr_gap + corr_spin,
                QS=slater_gap + slater_spin, QF=Jgg - Jgu - 2 * K,
                U=mol.intor("int2e")[0, 0, 0, 0])


def minimal_root(R, fock):
    p = minimal_pieces(R)
    return p["P"] + (1 - fock) * p["QS"] + fock * p["QF"]


r0, r1 = [brentq(lambda R: minimal_root(R, f), 1.4, 6.0, xtol=1e-5) for f in (0, 1)]
print(f"H2, STO-3G onset: {r0:.3f} bohr (fraction 0), {r1:.3f} bohr (fraction 1)")
R = round((r0 + r1) / 2, 1)
p = minimal_pieces(R)
critical = (p["P"] + p["QS"]) / (p["QS"] - p["QF"])
print(f"STO-3G pieces at R = {R:.1f} bohr (hartree)")
print(f"  J_gg {p['Jgg']:.5f}, J_gu {p['Jgu']:.5f}, K_gu {p['Kgu']:.5f}")
print(f"  one-electron plus Hartree gap {p['bare']:.5f}")
print(f"  correlation: gap {p['corr_gap']:.5f}, spin kernel {p['corr_spin']:.5f}")
print(f"  Slater: gap {p['slater_gap']:.5f}, spin kernel {p['slater_spin']:.5f}")
print(f"  P {p['P']:.5f}, Q_S {p['QS']:.5f}, Q_F {p['QF']:.5f}")
print(f"  critical Fock fraction {critical:.4f} (dimensionless)")
assert 0 < critical < 1
for fock in (0.0, 0.5, critical, 1.0):
    full = lowest_triplet(R, fock, True, "sto-3g")
    linear = p["P"] + (1 - fock) * p["QS"] + fock * p["QF"]
    print(f"  fraction {fock:.4f}: self-consistent root {full + 0.0:.5f},"
          f" linear formula {linear + 0.0:.5f}")
    assert abs(full - linear) < 2e-5

# --- Large separation: both ends of the linear law are negative
far = minimal_pieces(20.0)
end0, end1 = far["P"] + far["QS"], far["P"] + far["QF"]
print(f"STO-3G at R = 20 bohr: root {end0:.5f} (fraction 0),"
      f" {end1:.5f} (fraction 1) hartree")
print(f"  Q_F {far['QF']:.5f}, atomic self-repulsion U {far['U']:.5f} hartree")
assert end0 < 0 and end1 < 0
assert abs(far["QF"] + far["U"] - 1 / 20.0) < 1e-4

print("all tests passed")
```

It prints:

```
Water, 6-31G, Fock fraction 0.25 : second-order energy (hartree)
  real      rotation: differences 4.268973, blocks 4.268973
  imaginary rotation: differences 4.353416, blocks 4.353416
  complex   rotation: differences 4.688181, blocks 4.688181
H2, R=1.4 bohr: triplet excitation 0.388732, response code 0.388732 hartree
H2, cc-pVDZ, Fock fraction 0.25: lowest roots (hartree), omega^2 (hartree^2)
  R/bohr  A+B triplet  A+B singlet   A-B      omega^2
   1.40     0.34128     0.53765     0.43817     0.15111
   2.00     0.17948     0.48704     0.31177     0.05673
   2.50     0.07774     0.46302     0.22760     0.01793
   3.00     0.00356     0.45116     0.16382     0.00059
   3.50    -0.04990     0.44853     0.11720    -0.00592
Triplet onset distance of H2, cc-pVDZ
  Fock fraction 0.00: 3.319 bohr = 1.756 angstrom
  Fock fraction 0.25: 3.029 bohr = 1.603 angstrom
  Fock fraction 0.50: 2.828 bohr = 1.496 angstrom
  Fock fraction 0.75: 2.674 bohr = 1.415 angstrom
  Fock fraction 1.00: 2.550 bohr = 1.350 angstrom
  Hartree-Fock, no correlation: 2.287 bohr = 1.210 angstrom
  Fock fraction 0.25 in cc-pVTZ: 3.039 bohr
Unrestricted minus restricted energy, Fock fraction 0.25
  R = 2.829 bohr: 0.0000 millihartree
  R = 3.229 bohr: -1.6485 millihartree
H2, STO-3G onset: 3.136 bohr (fraction 0), 2.354 bohr (fraction 1)
STO-3G pieces at R = 2.7 bohr (hartree)
  J_gg 0.56120, J_gu 0.56706, K_gu 0.22491
  one-electron plus Hartree gap 0.28307
  correlation: gap -0.00155, spin kernel 0.06487
  Slater: gap -0.02517, spin kernel -0.24752
  P 0.34639, Q_S -0.27269, Q_F -0.45568
  critical Fock fraction 0.4028 (dimensionless)
  fraction 0.0000: self-consistent root 0.07370, linear formula 0.07370
  fraction 0.5000: self-consistent root -0.01780, linear formula -0.01780
  fraction 0.4028: self-consistent root -0.00000, linear formula -0.00000
  fraction 1.0000: self-consistent root -0.10929, linear formula -0.10929
STO-3G at R = 20 bohr: root -0.17144 (fraction 0), -0.66174 (fraction 1) hartree
  Q_F -0.72461, atomic self-repulsion U 0.77461 hartree
all tests passed
```
